# Why aligned vacuum levels do not fix oxide-semiconductor band offsets

Let electrons be rearranged near a plane, with none added or removed in total. What step in potential energy can this produce for an electron passing from far left to far right? Let \(\Delta n(z)\) be the change of electron number density, averaged over planes parallel to the interface. Electrostatics is linear, so the step has the form

\[
D=\int w(z)\,\Delta n(z)\,dz ,\qquad \int\Delta n(z)\,dz=0 .
\]

Moving the whole distribution by a distance \(a\) cannot change the step. Hence \(\int[w(z+a)-w(z)]\Delta n\,dz=0\) for every neutral \(\Delta n\), which requires \(w(z+a)-w(z)\) to be independent of \(z\). Differentiating gives \(w'(z+a)=w'(z)\) for every \(a\), so \(w\) is linear. Its constant part drops out by neutrality. The integral \(\int z\,\Delta n\,dz\) has the dimension of inverse length, and \(e^2\) divided by a length is an energy. In atomic units, where \(e^2=1\), the step is therefore

\[
D=c\int z\,\Delta n(z)\,dz ,
\]

with \(c\) a pure number. This dipole moment changes sign under reflection, so a mirror plane would force it to vanish. An interface between two different materials has no such plane. A zero dipole then needs some other reason.

## The belief and its appeal

The affinity rule says that the conduction-band offset between a semiconductor A and an oxide B is the difference of their electron affinities. The affinity \(\chi\) is the energy from the conduction edge up to the vacuum level just outside a surface. One draws both materials with a common vacuum level and reads off

\[
E_{c,B}-E_{c,A}=\chi_A-\chi_B .
\]

The rule is tempting because the vacuum looks like a neutral reference that belongs to neither solid. For two neutral slabs facing each other across a field-free gap, with no exchange of charge, it is also correct: an electron can leave A, cross the gap at constant potential and enter B. The error lies in keeping this result after the gap has closed and bonds have formed. The path through vacuum no longer exists, and the charge along the new path is different.

## What joining adds

Let \(z\) increase from A to B, and let \(U(z)\) be the plane-averaged electrostatic potential energy of an electron. The electrostatic potential \(\phi\) obeys \(\phi''=-4\pi\rho\). An excess electron density \(n_{\rm ex}\) has charge density \(\rho=-n_{\rm ex}\), and \(U=-\phi\), so

\[
U''=-4\pi n_{\rm ex}.
\]

Define the change on joining by \(\Delta n=n_{AB}-n_A-n_B\), with the isolated slabs placed where they sit in the joined system. If nuclei move as well, the change in their density, weighted by nuclear charge, is subtracted from \(\Delta n\). By linearity, \(U_{AB}=U_A+U_B+\Delta U\), where \(\Delta U''=-4\pi\Delta n\).

Assume that the interface is neutral, that both interiors are free of field, and that the Fermi level lies in both gaps. Then \(\Delta n\) is confined to the neighbourhood of the interface. With \(N(z)=\int_{-\infty}^{z}\Delta n\,dz'\), one integration gives \(\Delta U'=-4\pi N\). A second, done by parts, gives

\[
\Delta U(\infty)-\Delta U(-\infty)
=-4\pi\int N\,dz
=-4\pi\Big\{[zN]_{-\infty}^{\infty}-\int z\,\Delta n\,dz\Big\}.
\]

The boundary term vanishes because \(N\) is zero on both sides of the interface region. Thus \(c=4\pi\), and

\[
D=4\pi\int z\,\Delta n(z)\,dz .
\]

Electrons moved towards B raise the levels of B.

Now follow the band edges. Deep inside each material the edge keeps its distance from the mean local potential, provided that the crystal has the same strain before and after joining. The edge of A is then shifted by the constant potential that isolated B produces on its left, \(U_B^{\rm vac}\), and by \(\Delta U(-\infty)\). The edge of B is shifted by \(U_A^{\rm vac}\), the vacuum level to the right of A, and by \(\Delta U(\infty)\). With isolated edges \(E^0\),

\[
\begin{aligned}
E_{c,B}-E_{c,A}
&=(E^0_{c,B}+U_A^{\rm vac})-(E^0_{c,A}+U_B^{\rm vac})+D\\
&=(U_A^{\rm vac}-E^0_{c,A})-(U_B^{\rm vac}-E^0_{c,B})+D\\
&=\chi_A-\chi_B+D .
\end{aligned}
\]

The affinity rule is the additional claim \(D=0\). Neither affinity contains \(\Delta n\), so the two affinities alone cannot establish that claim.

If the interface carries net charge, \(N\) does not return to zero. The potential then has a lasting slope, and the step depends on where it is read. Band bending from doping and an applied oxide field must likewise be separated from the local step, by extrapolating the bands to a stated plane.

## A model with neutral surfaces

To see a dipole that comes from joining alone, take a model whose isolated surfaces have none. Each material is a chain of dimers running along \(z\), with one orbital and one electron per atom. All atoms of a chain have level \(\varepsilon\). The hopping is \(t_1\) inside a dimer and \(t_2<t_1\) between dimers. For phase \(k\) per cell the Bloch matrix has diagonal elements \(\varepsilon\) and off-diagonal element \(t_1+t_2e^{ik}\), so

\[
(E-\varepsilon)^2=|t_1+t_2e^{ik}|^2=t_1^2+t_2^2+2t_1t_2\cos k .
\]

The right side is least at \(k=\pi\). The band edges are therefore \(\varepsilon\pm(t_1-t_2)\), and the gap is \(2(t_1-t_2)\).

A slab made of whole dimers is neutral layer by layer. Changing the sign of the orbital on every second atom turns \(H-\varepsilon\) into \(-(H-\varepsilon)\). States therefore come in pairs at \(\varepsilon\pm x\) with equal weights on each atom. The weights of all states on one atom sum to 1, so the lower half contributes \(1/2\), and two spins give one electron. With no layer charge there is no electrostatic potential to disturb this solution.

Now join the end atoms by a hopping \(t\). To leading order, an occupied state \(a\) of A acquires probability \(t^2w_aw_b/(E_b-E_a)^2\) in a state \(b\) of B, where \(w\) is a state's weight on its contacting atom. If both states are occupied, what \(a\) gives to \(b\) is returned by the equal admixture of \(a\) into \(b\). Only pairs of one occupied and one empty state remain. Before electrostatic feedback, the number of electrons passed to B, with both spins counted, is

\[
N_B=2t^2\left[\sum_{a\,{\rm occ},\,b\,{\rm empty}}\frac{w_aw_b}{(E_b-E_a)^2}-\sum_{a\,{\rm empty},\,b\,{\rm occ}}\frac{w_aw_b}{(E_a-E_b)^2}\right].
\]

Let \(M=\varepsilon_A-\varepsilon_B\) be the mismatch of the midgap levels. Write the states as \(\varepsilon_A\pm x\) and \(\varepsilon_B\pm y\), and put \(s=x+y\). The first denominator becomes \((s-M)^2\) and the second \((s+M)^2\). Since \((s+M)^2-(s-M)^2=4sM\),

\[
N_B=8t^2M\sum_{x,y}w_xw_y\frac{s}{(s^2-M^2)^2}.
\]

For \(M>0\) every term is positive: electrons move to the material with the lower midgap level. The bond causes this transfer. The sign of \(M\) sets its direction here because the bands of both chains are symmetric about midgap and the contacting atoms are like the others; without these two conditions the midgap level loses this role.

The rule survives in two simple limits of this model, which need not be the only cases with zero dipole. Without a bond, \(N_B=0\) and \(D=0\). With a bond but \(M=0\), the joined chain again has one common level, the sign-change argument applies to the whole of it, and every layer stays neutral. The rule then holds for a bonded interface, for a reason that the two affinities do not reveal.

## The number

Choose round parameters in the rough regime of hafnium dioxide on silicon. The semiconductor has \(\varepsilon_A=-4.55\), \(t_1=1.60\) and \(t_2=1.05\) eV; the oxide has \(\varepsilon_B=-5.30\), \(t_1=4.40\) and \(t_2=1.50\) eV. The gaps are 1.10 and 5.80 eV. With the vacuum at zero, \(\chi=-\varepsilon-(t_1-t_2)\), so

\[
\chi_A=4.55-0.55=4.00\ {\rm eV},\qquad
\chi_B=5.30-2.90=2.40\ {\rm eV}.
\]

The affinity rule predicts an offset of 1.60 eV. The midgap mismatch is \(M=0.75\) eV.

Each chain occupies an area \(A=15\) Å\(^2\). Layers are 1.4 Å apart, the contacting layers 1.6 Å apart, and the interface hopping is 1.20 eV. If layer \(j\) holds \(m_j\) excess electrons, the slope of \(U\) changes there by \(-4\pi e^2m_j/A\). Sharing this change equally between the two sides gives

\[
U_i=-\frac{2\pi e^2}{A}\sum_j m_j|z_i-z_j|,\qquad
D=\frac{4\pi e^2}{A}\sum_j z_jm_j .
\]

In the second formula \(m_j\) is also the change on joining, because the isolated layers are neutral. The potentials \(U_i\) are added to the atomic levels, and the charges are recalculated until both agree. This is a mean-field treatment.

With \(z=0\) midway between the contacting layers, the charges nearest the interface are:

| \(z\) (Å) | excess electrons |
|---:|---:|
| −3.6 | −0.00032 |
| −2.2 | −0.00140 |
| −0.8 | −0.00681 |
| 0.8 | 0.00618 |
| 2.2 | 0.00181 |
| 3.6 | 0.00044 |

These six layers contribute 0.0202 electron Å to the moment. Multiplied by \(4\pi e^2/A=12.06\) eV/Å, this is 0.24 eV. The layers further out bring the full sum to \(D=0.26\) eV. Hence

\[
E_{c,B}-E_{c,A}=1.60+0.26=1.86\ {\rm eV},
\]

or \(2.98\times10^{-19}\) J. The transfer is only 0.0086 electron per chain. It matters because a sheet of charge produces a field that does not fall off with distance until the opposite charge is reached. Between the contacting layers that field is 10.4 MV/cm, over a single atomic spacing.

The offset was also read directly from the Bloch bands of the interior cells in the joined system. It agreed with the affinities plus the charge moment to better than \(10^{-9}\) eV, both here and in three variants: interface hopping 0.6 eV, and the contacting semiconductor atom shifted by −0.5 or +0.5 eV. The shifted cases test the identity when the free surface has a dipole of its own. These interior bands contain the same electrostatic potential as \(D\), so such close agreement shows that the bookkeeping is right and that the interiors are free of field. The eigenvalues of a joined slab of 40 and 26 dimers give a more independent reading: their shifts on joining imply an offset of 1.859 eV.

Feedback is essential to the size. Charges calculated without it would give a step of 1.13 eV, larger than the mismatch that drives them. In the self-consistent solution the raised oxide levels oppose further transfer, and the mismatch falls from 0.75 to 0.49 eV without closing.

The bond strength matters too. Reversing the sign of \(t\) can be undone by reversing the sign of every orbital in B, which leaves all densities unchanged. Thus \(D\) is even in \(t\) and starts as \(t^2\). Doubling \(t\) from 0.05 to 0.10 eV multiplies \(D\) by 3.99. At larger hopping the growth is slower: with all else fixed, \(D\) is 0.09, 0.26 and 0.41 eV for \(t=0.6\), 1.2 and 1.8 eV. The isolated slabs, and so the rule's prediction, are the same in all three cases.

## The affinity belongs to a surface

One might hope to rescue the rule with better affinities. Shift the level of the outermost semiconductor atom by −0.5 eV, as a crude stand-in for different surface chemistry. The atom attracts electrons outward, the vacuum level outside rises, and the affinity becomes 4.47 eV. A shift of +0.5 eV gives 3.53 eV. The bulk is the same throughout.

Suppose first that the change is removed before joining. The interface is then the clean one, with offset 1.86 eV, yet the rule predicts 2.07, 1.60 or 1.13 eV according to which free surface was measured. The predictions span 0.94 eV for one and the same interface.

Suppose instead that the shifted atom remains at the contact. The dipole on joining, relative to the isolated faces actually used, is then 0.12 eV for the −0.5 eV shift and 0.41 eV for the +0.5 eV shift. The offsets are

\[
2.07+0.12=2.19\ {\rm eV},\qquad 1.13+0.41=1.54\ {\rm eV}.
\]

With the clean contact this makes three offsets for one pair of bulk materials. In this model, therefore, no rule that uses bulk properties alone can give the offset. Nor does the departure from the clean-surface prediction of 1.60 eV have a fixed sign: 1.54 eV lies below it, 1.86 and 2.19 eV above.

## The model beside a real gate stack

The chosen gaps, affinities and area per chain are roughly those of silicon and hafnium dioxide. The single orbital per atom and the straight chains are a caricature, so 1.86 eV is not a prediction for a real sample. The semiconductor's electronic permittivity comes out at 10.7, near silicon's rough value of 12. The oxide's is 1.9, well below the rough value of 4 to 5 for hafnium dioxide, and the model has no ionic screening. Adding a uniform background permittivity of 2 lowers \(D\) to 0.18 eV. A same-layer repulsion of −2 or +2 eV per electron, standing for the net short-range terms left out, gives 0.245 or 0.270 eV. An interface spacing of 1.7 Å gives 0.27 eV. The symmetry of the bands about midgap matters more, and real oxides lack it. A second-neighbour hopping in the oxide, with its gap and affinity held at 5.80 and 2.40 eV, gives \(D=0.38\), 0.19, 0.11 and 0.04 eV for values of −0.3, 0.2, 0.4 and 0.6 eV, although \(M\) stays at 0.75 eV. Gaps and affinities therefore do not fix the size of the dipole. Each of these changes was made alone, and they are trials, not error bounds. Real stacks also break the assumption of one abrupt contact, since a thin silicon-oxide layer commonly lies between the two materials. The model does not contain that layer. Its two altered contacts, at 1.54 and 2.19 eV, show only how far a change of one atomic level can move the result. Atomic relaxation, charged defects and many-body corrections beyond mean field are also absent.

Macroscopic fields are a smaller matter on this length scale. For doping of \(10^{17}\) cm\(^{-3}\), band bending of 0.8 eV and permittivity 12, the depletion field at the silicon surface is 0.155 MV/cm. It drops 0.001 eV over the semiconductor's 0.8 Å share of the dipole region, which is 3.0 Å wide if it ends on each side at the outermost layer whose potential still differs from its bulk value by more than 5 percent of \(D\). An oxide field of 2 MV/cm drops 0.04 eV over the oxide's 2.2 Å share. Such a field belongs to a different bias from the depletion example. Without interface charge, and with a rough static oxide permittivity of 20, continuity of displacement makes the silicon field 3.3 MV/cm. This requires strong accumulation or inversion, with about \(2.2\times10^{13}\) elementary charges per cm\(^2\) in the silicon. The field drops a further 0.03 eV over 0.8 Å. These drops are large enough that a quoted offset should name the plane to which the bands were extrapolated.

An error of 0.26 eV in a barrier affects leakage estimates by an amount that depends on the mechanism. Thermionic emission over a barrier \(\varphi\) varies as \(e^{-\varphi/k_BT}\). At 300 K, with equal prefactors, using 1.60 instead of 1.86 eV overestimates it by a factor of \(2.3\times10^4\). For tunnelling at the silicon conduction edge through a flat barrier of thickness \(L\), the leading exponential is

\[
\exp\!\left(-\frac{2L}{\hbar}\sqrt{2m\varphi}\right).
\]

With \(L=30\) Å and a rough effective mass of 0.2 electron masses, the same error overestimates transmission by a factor of 3.9. This expression assumes a parabolic band. A symmetric two-band form replaces \(\varphi\) by \(\varphi(1-\varphi/E_g)\); with \(E_g=5.8\) eV and the same mass the factor is 1.9. For so thin a film the tunnelling exponential exceeds the thermionic one by many orders of magnitude, so the large thermionic factor does not describe the error in its total leakage. The printed numerical output gives the remaining values.

Affinities can still serve as a starting point, provided that they refer to the surfaces actually joined and that the interface dipole is then calculated or measured. Where that dipole is unknown, their difference is an estimate with an unknown electrostatic error, even if both affinities are known perfectly.

## Table of computed values

```
area per chain: 15.0 angstrom^2
layer spacing: 1.4 angstrom
interface spacing: 1.6 angstrom
sheet constant 4 pi e^2/area: 12.063 eV/angstrom per electron
semiconductor midgap, strong, weak hopping: -4.55, 1.60, 1.05 eV
semiconductor gap: 1.10 eV
semiconductor model electronic permittivity: 10.65
oxide midgap, strong, weak hopping: -5.30, 4.40, 1.50 eV
oxide gap: 5.80 eV
oxide model electronic permittivity: 1.92
interface hopping: 1.20 eV
semiconductor affinity: 4.000 eV
oxide affinity: 2.400 eV
affinity-rule offset: 1.600 eV
midgap mismatch before joining: 0.750 eV
dipole step without feedback: 1.127 eV
self-consistent dipole step D: 0.259 eV
D from smeared-charge Poisson grid: 0.259 eV
actual model offset: 1.859 eV
actual model offset in joule: 2.979e-19 J
largest identity error: 1.7e-10 eV
electrons transferred to oxide per chain: 0.00860
layer position (angstrom), excess electrons, potential from A bulk (eV):
   -5.00   -0.00003    0.0006
   -3.60   -0.00032    0.0016
   -2.20   -0.00140    0.0080
   -0.80   -0.00681    0.0381
    0.80    0.00618    0.2040
    2.20    0.00181    0.2449
    3.60    0.00044    0.2552
    5.00    0.00012    0.2581
dipole region, 5 percent criterion: 3.0 angstrom
field between contacting layers: 10.4 MV/cm
D ratio, hopping 0.10 to 0.05 eV: 3.989
transfer at 0.05 eV, formula and direct: 2.2985e-05, 2.2984e-05 electrons
D with no bond; with equal midgaps: 0.0e+00; 0.0e+00 eV
contact atom shifted -0.5 eV: affinity 4.469, rule 2.069, D 0.118, offset 2.187 eV
contact atom shifted +0.5 eV: affinity 3.531, rule 1.131, D 0.409, offset 1.539 eV
D for interface hopping 0.6 eV: 0.088 eV
D for interface hopping 1.8 eV: 0.409 eV
D for interface spacing 1.7 angstrom: 0.266 eV
D with same-layer repulsion -2 eV: 0.245 eV
D with same-layer repulsion +2 eV: 0.270 eV
D with background permittivity 2: 0.182 eV
depletion field (1e17 cm^-3, 0.8 eV bending, permittivity 12): 0.155 MV/cm
depletion drop over A part of dipole: 0.0012 eV
2 MV/cm oxide drop over B part: 0.0440 eV
thermal excitation factor exp(-gap/2kT), 300 K: 5.8e-10
thermionic overestimate by the rule, 300 K: 2.27e+04
tunnelling overestimate (30 angstrom, mass 0.2 m_e, zero bias): 3.88
```
